**Trapezoidal ringing and TR-BDF2 damping after a gate step**

For a mode decaying at rate $\lambda$ and a time step $h$, with $z=\lambda h$, the trapezoidal factor $(1+z/2)/(1-z/2)$ tends to $-1$ as $z\to-\infty$, while the TR-BDF2 factor tends to zero. The program derives the TR-BDF2 coefficients symbolically and asserts the zero limit, the stability bound on the imaginary axis and the most negative factor, $-0.207$. It steps a linearised transistor channel directly and asserts agreement with sums over mesh modes for both methods and for the matrix exponential. Further assertions cover the persistence of the ringing, the ring-free step limit, a slow mode that does not ring, a gate edge inside the first step, and the full nonlinear channel. In the example, the trapezoidal contact current is still 811 µA after 20 steps, against a reference of 0.0206 µA; TR-BDF2 gives 0.0195 µA. The first TR-BDF2 sample has the wrong sign, so L-stability does not ensure a monotone response. The last part sizes neglected effects from rough inputs and shows that contact resistance does not remove the ringing.

## Numerical verification

```python
# RESULT UNDER TEST
# After a gate step, the trapezoidal rule (TR) multiplies a mode exp(lambda t)
# by R = (1+z/2)/(1-z/2), z = lambda h, which tends to -1 for stiff modes.
# TR-BDF2 with gamma = 2-sqrt(2) has
# R = (1+(sqrt2-1)z)/(1-(1-1/sqrt2)z)^2, which tends to 0.
# Model: thin-film transistor channel, u = local gate overdrive (V),
# du/dt = mu d/dx(u du/dx), both contacts held at the new overdrive V_new.
# Linearised: du/dt = A (u - V), diffusivity D = mu V_new, N mesh cells.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, solve_banded


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


# ---------- amplification factors derived from the stages ----------
z, g, a0, a1, b = sp.symbols("z gamma a0 a1 b")
t = sp.symbols("t")
conditions = []
for poly in (sp.Integer(1), t, t**2):
    conditions.append(a0 * poly.subs(t, 0) + a1 * poly.subs(t, g)
                      + b * sp.diff(poly, t).subs(t, 1) - poly.subs(t, 1))
bdf = sp.solve(conditions, [a0, a1, b], dict=True)[0]
stage_R = (bdf[a1] * (1 + g*z/2) / (1 - g*z/2) + bdf[a0]) / (1 - bdf[b]*z)
num, den = sp.fraction(sp.cancel(sp.together(stage_R)))
assert sp.degree(num, z) < sp.degree(den, z)      # zero limit for any gamma
assert sp.simplify(bdf[a1] - 1/(g*(2-g))) == 0
assert sp.simplify(bdf[a0] + (1-g)**2/(g*(2-g))) == 0
assert sp.simplify(bdf[b] - (1-g)/(2-g)) == 0
gamma = 2 - np.sqrt(2)
c0, c1, cb = [float(bdf[s].subs(g, gamma)) for s in (a0, a1, b)]
assert abs(cb - gamma/2) < 1e-12                  # equal stage matrices


def R_tr(x):
    return (1 + x/2) / (1 - x/2)


def R_tb(x):
    r2 = np.sqrt(2)
    return (1 + (r2-1)*x) / (1 - (1-1/r2)*x)**2


def R_tb_stages(x):
    return (c1 * R_tr(gamma*x) + c0) / (1 - cb*x)


samples = -np.logspace(-3, 7, 200001)
assert np.max(np.abs(R_tb(samples) - R_tb_stages(samples))) < 1e-11
assert abs(R_tr(-1e9) + 1) < 1e-8 and abs(R_tb_stages(-1e9)) < 1e-8
tail = R_tb_stages(-1e6) * 1e6
assert abs(tail + (np.sqrt(2)-1)/(1-1/np.sqrt(2))**2) < 1e-3
imag = 1j * np.logspace(-4, 6, 4001)
assert np.max(np.abs(R_tr(imag))) < 1 + 1e-12
assert np.max(np.abs(R_tb_stages(imag))) < 1 + 1e-12
R_min = R_tb_stages(samples).min()
z_min = samples[R_tb_stages(samples).argmin()]
assert abs(R_min + (np.sqrt(2)-1)/2) < 1e-7
z_zero = -(1 + np.sqrt(2))
assert R_tb_stages(z_zero*0.99) > 0 > R_tb_stages(z_zero*1.01)
exact_stage = stage_R.subs(g, 2 - sp.sqrt(2))
err_tb = float(sp.N(sp.diff(exact_stage, z, 3).subs(z, 0)/6 - sp.Rational(1, 6)))
tr_sym = (1 + z/2) / (1 - z/2)
half_sym = ((1 + z/4) / (1 - z/4))**2
err_tr = float(sp.diff(tr_sym, z, 3).subs(z, 0)/6 - sp.Rational(1, 6))
err_half = float(sp.diff(half_sym, z, 3).subs(z, 0)/6 - sp.Rational(1, 6))
assert abs(err_tb - (3*np.sqrt(2)-4)/6) < 1e-10
assert abs(err_tr - 1/12) < 1e-12 and abs(err_half - 1/48) < 1e-12

# ---------- device and mesh (SI) ----------
L, W, t_ox, eps_r = 50e-6, 100e-6, 100e-9, 3.9
mu, V_old, V_new = 10e-4, 8.0, 10.0
N, h, edge = 100, 10e-9, 5e-9
dV, dx, D = V_new - V_old, L/N, mu*V_new
C_i = eps_r * const.epsilon_0 / t_ox
lap = (np.diag(-2*np.ones(N-1)) + np.diag(np.ones(N-2), 1)
       + np.diag(np.ones(N-2), -1))
A = D/dx**2 * lap
k = np.arange(1, N, 2)
theta = k*np.pi/(2*N)
lam = -4*D/dx**2*np.sin(theta)**2
weight = 4/N*np.cos(theta)**2
all_k = np.arange(1, N)
all_lam = -4*D/dx**2*np.sin(all_k*np.pi/(2*N))**2
assert np.allclose(np.sort(np.linalg.eigvalsh(A)), np.sort(all_lam), rtol=1e-9)


def run_tr(M, start, V_first, step, count):
    """V_first is the overdrive used in the explicit half of step one."""
    inverse = np.linalg.inv(np.eye(len(M)) - step/2*M)
    u, history, V_explicit = start.copy(), [start.copy()], V_first
    source = M @ np.full(len(M), V_new)
    for _ in range(count):
        u = inverse @ (u + step/2*(M @ (u - V_explicit) - source))
        V_explicit = V_new
        history.append(u.copy())
    return np.array(history)


def run_tb(M, start, V_first, step, count):
    inverse = np.linalg.inv(np.eye(len(M)) - gamma*step/2*M)
    u, history, V_explicit = start.copy(), [start.copy()], V_first
    source = M @ np.full(len(M), V_new)
    for _ in range(count):
        mid = inverse @ (u + gamma*step/2*(M @ (u - V_explicit) - source))
        u = inverse @ (c1*mid + c0*u - cb*step*source)
        V_explicit = V_new
        history.append(u.copy())
    return np.array(history)


def current(u_first):
    return W*C_i*D*(V_new - u_first)/dx


steps = 20
start = np.full(N-1, V_old)
tr = run_tr(A, start, V_new, h, steps)
tb = run_tb(A, start, V_new, h, steps)
propagator = expm(A*h)
ref = [start - V_new]
for _ in range(steps):
    ref.append(propagator @ ref[-1])
ref = np.array(ref) + V_new
n = np.arange(steps+1)[:, None]
for run, factor in ((tr, R_tr(lam*h)), (tb, R_tb(lam*h)), (ref, np.exp(lam*h))):
    modal = V_new - dV*np.sum(weight*factor**n, axis=1)
    assert np.max(np.abs(run[:, 0] - modal)) < 1e-8
I_tr, I_tb, I_ref = current(tr[:, 0]), current(tb[:, 0]), current(ref[:, 0])
assert np.all(I_ref > 0) and np.max(ref) < V_new
assert np.all(I_tr[1:]*I_tr[:-1] < 0)             # TR alternates every step
assert I_tb[1] < 0                                # one false TR-BDF2 sample
assert abs(I_tb[5]/I_ref[5] - 1) < 0.05
assert abs(I_tr[20]) > 1000*I_ref[20]
norms = np.linalg.norm(tr - V_new, axis=1)
assert np.all(np.diff(norms) <= 1e-10)            # ringing without growth

# a slow mode alone does not ring with the same step
j = np.arange(1, N)
slow = run_tr(A, V_new - np.sin(np.pi*j/N), V_new, h, steps)
assert np.all(V_new - slow[:, N//2] > 0)

# persistence of the stiffest excited mode, for two step lengths
top = np.sin(k[-1]*np.pi*j/N)
for step in (h, h/2):
    z_abs = abs(lam[-1])*step
    count = int(round(z_abs/4))
    e = run_tr(A, V_new + top, V_new, step, count)[-1] - V_new
    assert abs(abs(e @ top)/(top @ top) - np.exp(-4*count/z_abs)) < 1e-3

# ring-free step
h_free = 2/np.max(np.abs(all_lam))
fine = run_tr(A, start, V_new, 0.99*h_free, 300)
assert np.all(fine[:, 0] < V_new)
stiffest = np.sin(all_k[-1]*np.pi*j/N)
for ratio, sign in ((0.9, 1), (1.1, -1)):
    e = run_tr(A, V_new + stiffest, V_new, ratio*h_free, 1)[-1] - V_new
    assert sign*(e @ stiffest) > 0

# edge completed inside the first step
assert edge < gamma*h
tr_edge = run_tr(A, start, V_old, h, steps)
tb_edge = run_tb(A, start, V_old, h, steps)
half_euler = np.linalg.solve(np.eye(N-1) - h/2*A, start - V_new) + V_new
assert np.max(np.abs(tr_edge[1] - half_euler)) < 1e-9
I_tr_edge, I_tb_edge = current(tr_edge[:, 0]), current(tb_edge[:, 0])
assert I_tr_edge[19]*I_tr_edge[20] < 0
assert abs(I_tr_edge[20]) > 50*I_ref[20]
assert abs(I_tb_edge[20]) < 5*I_ref[20]
I_half = current(run_tr(A, start, V_new, h/2, 2*steps)[:, 0])
assert I_half[-1]*I_half[-2] < 0 and abs(I_half[-1]) > 100*I_ref[20]


# ---------- full nonlinear channel ----------
def rate(u):
    square = np.concatenate(([V_new**2], u**2, [V_new**2]))
    return mu/(2*dx**2)*(square[2:] - 2*square[1:-1] + square[:-2])


def implicit(rhs, coefficient, guess):
    u = guess.copy()
    for _ in range(60):
        jac = np.eye(N-1) - coefficient*mu/dx**2*lap*u[None, :]
        change = np.linalg.solve(jac, rhs + coefficient*rate(u) - u)
        u += change
        if np.max(np.abs(change)) < 1e-9:
            return u
    raise RuntimeError("Newton iteration did not converge")


def tr_nonlinear(u, step):
    return implicit(u + step/2*rate(u), step/2, u)


nl_tr, nl_tb = [start], [start]
for _ in range(steps):
    nl_tr.append(tr_nonlinear(nl_tr[-1], h))
    u = nl_tb[-1]
    mid = implicit(u + gamma*h/2*rate(u), gamma*h/2, u)
    nl_tb.append(implicit(c1*mid + c0*u, cb*h, mid))
nl_tr, nl_tb = np.array(nl_tr)[:, 0], np.array(nl_tb)[:, 0]
assert np.all((nl_tr[1:]-V_new)*(nl_tr[:-1]-V_new) < 0)
assert abs(nl_tb[-1] - V_new) < 1e-3
flip = tr_nonlinear(start, 1e-3)                   # very stiff limit
assert np.max(np.abs(flip - np.sqrt(2*V_new**2 - V_old**2))) < 1e-3

# ---------- sizes of neglected effects (rough inputs) ----------
kT = const.k*300
contact_width_R = 0.1                             # ohm m, i.e. 10 ohm cm
ell = contact_width_R*mu*C_i*V_new
B = np.zeros((N+1, N+1))
B[1:-1, :] = D/dx**2*(np.eye(N+1)[:-2] - 2*np.eye(N+1)[1:-1] + np.eye(N+1)[2:])
for end, inner in ((0, 1), (N, N-1)):
    B[end, inner] = 2*D/dx**2
    B[end, end] = -2*D/dx**2 - 2*D/(ell*dx)
res = run_tr(B, np.full(N+1, V_old), V_new, h, steps)
I_res = W*C_i*D/ell*(V_new - res[:, 0])
assert I_res[19]*I_res[20] < 0 and abs(I_res[20]) > 100*I_ref[20]

# gate screening of a charge wave of period two cells, by Poisson's equation
q_wave, dz, sheet, points = np.pi/dx, 1e-9, 100, 2600
eps = np.where(np.arange(points+1) < sheet, eps_r, 1.0)*const.epsilon_0
left, right = eps[:-1], eps[1:]
band = np.zeros((3, points))
band[1] = (left+right)/dz**2 + q_wave**2*(left+right)/2
band[0, 1:] = -right[:-1]/dz**2
band[2, :-1] = -left[1:]/dz**2
rhs = np.zeros(points)
rhs[sheet-1] = 1/dz
screen = solve_banded((1, 1), band, rhs)[sheet-1]*C_i
x = q_wave*t_ox
assert abs(screen - 1/(x/np.tanh(x) + x/eps_r)) < 2e-3

mass = 0.34*const.m_e
dos = mass/(np.pi*const.hbar**2)


def fermi_voltage(overdrive):
    density = C_i*overdrive/const.e
    return kT/const.e*np.log(np.expm1(density/(dos*kT)))


extra_D = (fermi_voltage(V_new+0.01) - fermi_voltage(V_new-0.01))/0.02
speed_ratio = mu*dV/dx/np.sqrt(3*kT/mass)
V_T, barrier = 1.0, 3.0*const.e
field = (V_new + V_T)/t_ox
width = barrier/(const.e*field)
action = quad(lambda s: np.sqrt(2*0.42*const.m_e
              * max(barrier*(1-s), 0.0))*width/const.hbar, 0, 1)[0]

# ---------- printed numbers ----------
print("Inputs: L = %g um, W = %g um, oxide = %g nm" % (L*1e6, W*1e6, t_ox*1e9))
print("Inputs: mobility = %g cm2/Vs, overdrive %g to %g V"
      % (mu*1e4, V_old, V_new))
print("Inputs: cells = %d, step = %g ns, edge = %g ns" % (N, h*1e9, edge*1e9))
show("Cell length", dx*1e6, "um")
show("Gate capacitance", C_i*1e5, "uF/cm2 x 1e-3 (nF/cm2)")
show("Diffusivity mu V", D*1e4, "cm2/s")
show("Slowest mode decay time", -1e9/lam[0], "ns")
show("Stiffest excited mode decay time", -1e12/lam[-1], "ps")
show("z of slowest mode", lam[0]*h)
show("z of stiffest excited mode", lam[-1]*h, digits=5)
show("TR factor, slowest mode", R_tr(lam[0]*h))
show("TR-BDF2 factor, slowest mode", R_tb(lam[0]*h))
show("Exact factor, slowest mode", np.exp(lam[0]*h))
show("TR factor, stiffest mode", R_tr(lam[-1]*h), digits=5)
show("TR-BDF2 factor, stiffest mode", R_tb(lam[-1]*h))
show("TR-BDF2 gamma", gamma, digits=5)
show("TR-BDF2 stiff coefficient, R times |z|", tail)
show("TR-BDF2 most negative factor", R_min)
show("  reached at z", z_min)
show("TR-BDF2 factor changes sign at z", z_zero)
show("TR e-folding of stiffest mode", abs(lam[-1])*h/4, "steps")
show("TR e-folding time of stiffest mode", abs(lam[-1])*h*h/4*1e6, "us")
show("TR ring-free step limit", h_free*1e12, "ps")
print("z^3 error: TR %.5f, TR-BDF2 %.5f, two TR half-steps %.5f"
      % (err_tr, err_tb, err_half))
print("Contact current (uA): step, TR, TR-BDF2, matrix exponential")
for i in (1, 2, 3, 4, 5, 20):
    print("  %2d  %.2f  %.4f  %.4f" % (i, I_tr[i]*1e6, I_tb[i]*1e6, I_ref[i]*1e6))
print("Edge inside first step, current (uA): step, TR, TR-BDF2")
for i in (1, 2, 19, 20):
    print("  %2d  %.4f  %.4f" % (i, I_tr_edge[i]*1e6, I_tb_edge[i]*1e6))
show("TR with half step, current at 200 ns", I_half[-1]*1e6, "uA")
print("Nonlinear first-node overdrive (V): step, TR, TR-BDF2")
for i in (1, 2, 19, 20):
    print("  %2d  %.4f  %.5f" % (i, nl_tr[i], nl_tb[i]))
show("Nonlinear stiff-limit flip, mid-channel", flip[N//2], "V")
print("Neglected effects, rough inputs:")
show("Contact resistance 10 ohm cm as channel length", ell*1e6, "um")
show("  TR current with it at step 20", I_res[20]*1e6, "uA")
show("Nonlocal screening factor on stiffest rate", screen, digits=3)
show("Thermal and degenerate part of D, relative", extra_D, digits=2)
show("Mobility ratio 10 V to 8 V, power 0.3", (V_new/V_old)**0.3, digits=3)
show("Peak drift speed over thermal speed", speed_ratio, digits=2)
show("Oxide field, threshold 1 V", field*1e-8, "MV/cm", 3)
show("log10 tunnelling factor, 3 eV barrier", -2*action/np.log(10), digits=2)
show("50 ohm source times gate capacitance", 50*C_i*W*L*1e12, "ps", 3)
print("no test failed")
```

Output:

```
Inputs: L = 50 um, W = 100 um, oxide = 100 nm
Inputs: mobility = 10 cm2/Vs, overdrive 8 to 10 V
Inputs: cells = 100, step = 10 ns, edge = 5 ns
Cell length: 0.5 um
Gate capacitance: 34.53 uF/cm2 x 1e-3 (nF/cm2)
Diffusivity mu V: 100 cm2/s
Slowest mode decay time: 25.33 ns
Stiffest excited mode decay time: 6.252 ps
z of slowest mode: -0.3948
z of stiffest excited mode: -1599.6
TR factor, slowest mode: 0.6703
TR-BDF2 factor, slowest mode: 0.6721
Exact factor, slowest mode: 0.6738
TR factor, stiffest mode: -0.9975
TR-BDF2 factor, stiffest mode: -0.003001
TR-BDF2 gamma: 0.58579
TR-BDF2 stiff coefficient, R times |z|: -4.828
TR-BDF2 most negative factor: -0.2071
  reached at z: -8.242
TR-BDF2 factor changes sign at z: -2.414
TR e-folding of stiffest mode: 399.9 steps
TR e-folding time of stiffest mode: 3.999 us
TR ring-free step limit: 12.5 ps
z^3 error: TR 0.08333, TR-BDF2 0.04044, two TR half-steps 0.02083
Contact current (uA): step, TR, TR-BDF2, matrix exponential
   1  -1193.03  -18.7214  38.8067
   2  1197.35  31.0244  25.1267
   3  -1113.55  15.8652  16.9022
   4  1106.59  11.4222  11.3887
   5  -1057.93  7.5474  7.6742
  20  810.77  0.0195  0.0206
Edge inside first step, current (uA): step, TR, TR-BDF2
   1  94.1111  51.5531
   2  2.1585  27.8422
  19  6.0544  0.0339
  20  -5.7727  0.0228
TR with half step, current at 200 ns: 448.6 uA
Nonlinear first-node overdrive (V): step, TR, TR-BDF2
   1  11.4409  10.01805
   2  8.2956  9.95628
  19  11.0174  9.99995
  20  8.8835  9.99997
Nonlinear stiff-limit flip, mid-channel: 11.66 V
Neglected effects, rough inputs:
Contact resistance 10 ohm cm as channel length: 0.3453 um
  TR current with it at step 20: 1449 uA
Nonlocal screening factor on stiffest rate: 0.776
Thermal and degenerate part of D, relative: 0.0034
Mobility ratio 10 V to 8 V, power 0.3: 1.07
Peak drift speed over thermal speed: 0.02
Oxide field, threshold 1 V: 1.1 MV/cm
log10 tunnelling factor, 3 eV barrier: -91
50 ohm source times gate capacitance: 86.3 ps
no test failed
```
